# Choosing the ray angle for Jost functions and resonance zeros

## What the setting does

A program can find resonances from the Jost function by integrating the radial equation along a ray $r=xe^{i\theta}$, $x\ge 0$. The setting is the angle $\theta$. For complex momentum $k$ with $\mathrm{Re}\,k>0$, the recommended value is

$$\theta=-\arg k ,$$

which makes $kr$ real. The coefficient of the incoming wave then converges to the Jost function $f(k)$, even where integration along real $r$ diverges. Zeros of $f$ with $\mathrm{Re}\,k>0$, $\mathrm{Im}\,k<0$ are resonances, with $E-i\Gamma/2=k^2/2$ in atomic units.

The potential must permit the rotation. With $V=2U$, where $U$ is the potential energy of an electron, assume that

- $V$ is analytic in an open sector containing the positive real axis and the rays used;
- $|V|=O(|r|^{-2+\epsilon})$ at the origin and $O(|r|^{-1-\epsilon})$ at infinity, uniformly in the sector, for some $\epsilon>0$.

A Coulomb tail violates the second condition. A spline or a sharp cutoff violates the first.

## The equations being integrated

The radial equation is

$$u''+\left[k^2-\frac{l(l+1)}{r^2}-V(r)\right]u=0 .$$

Let $j$ and $n$ be the Riccati-Bessel functions that tend to $\sin(z-l\pi/2)$ and $-\cos(z-l\pi/2)$. Define $h^\pm=j\pm in$, so that $h^\pm\to\mp i\,e^{\pm i(z-l\pi/2)}$. Since $jn'-j'n=1$, the Wronskian $h^+h^{-\prime}-h^{+\prime}h^-$ is $-2i$ for derivatives in $z$, and $-2ik$ for derivatives in $r$ with $z=kr$.

Write the regular solution as

$$u=\tfrac12 w,\qquad w=h^+F^++h^-F^- ,$$

where $F^\pm\to1$ at the origin, so that $u\to j$. Two functions replace one, so a constraint may be imposed:

$$h^+\partial_rF^++h^-\partial_rF^-=0 .$$

It removes the derivatives of $F^\pm$ from $u'$. Differentiating again, and using the free equation for $h^\pm$, leaves

$$(\partial_rh^+)\,\partial_rF^++(\partial_rh^-)\,\partial_rF^-=Vw .$$

Multiply this by $h^+$ and subtract $\partial_rh^+$ times the constraint. The $F^+$ terms cancel, and the Wronskian gives $-2ik\,\partial_rF^-=Vh^+w$. Using $h^-$ and $\partial_rh^-$ instead gives $2ik\,\partial_rF^+=Vh^-w$. Hence

$$\partial_rF^+=\frac{Vh^-w}{2ik},\qquad \partial_rF^-=-\frac{Vh^+w}{2ik}.$$

On the ray, $dF^\pm/dx=e^{i\theta}\,\partial_rF^\pm$.

For real $k$, a solution proportional to $\sin(kr-l\pi/2+\delta)$ equals $\tfrac12(e^{i\delta}h^++e^{-i\delta}h^-)$ up to a factor. Thus $S=e^{2i\delta}=F^+/F^-$ at infinity, and $f=F^-(\infty)$.

## Why rotation gives the same function

Integrating the equation for $F^-$, with $w=2u$, gives

$$F^-(r)=1-\frac1{ik}\int_0^r h^+(kr')V(r')u(r')\,dr' .$$

To bound the integrand, insert both integrated coefficients into $u$:

$$u(r)=j(z)+\int_0^r\frac{h^+(z)h^-(z')-h^-(z)h^+(z')}{2ik}\,V(r')u(r')\,dr',$$

where $z'=kr'$. Let $q(z)=|z|/(1+|z|)$. The free functions obey $|j|\le Cq^{l+1}e^{|\mathrm{Im}z|}$ and $|h^\pm|\le Cq^{-l}e^{\mp\mathrm{Im}z}$. The kernel is therefore bounded by

$$\frac{C'}{|k|}\,q(z)^{l+1}q(z')^{-l}e^{|\mathrm{Im}(z-z')|} .$$

For $|z'|>1$ this follows from the form shown, since there $q(z)$ and $q(z')$ lie between $\tfrac12$ and 1. For $|z'|\le1$ it follows from the equivalent numerator $2i[n(z)j(z')-j(z)n(z')]$, in which $e^{|\mathrm{Im}z'|}$ is at most $e$.

Iterating the integral equation multiplies the bound on $j$ by at most the exponential of a constant times $\int|V||r'|/(1+|kr'|)\,|dr'|$, which is finite. So $u$ obeys the same type of bound as $j$, and

$$\left|\frac{h^+Vu}{k}\right|\le C''\,|V|\,\frac{|r|}{1+|kr|}\,e^{|\mathrm{Im}(kr)|-\mathrm{Im}(kr)} .$$

When $\mathrm{Im}(kr)\ge0$ the exponential is 1 and the integral converges.

Two rays satisfying this condition can be joined by an arc of radius $R$. The integral over the arc is at most of order $R\cdot R^{-1-\epsilon}$ and vanishes as $R\to\infty$. A small arc at the origin vanishes as well. Cauchy's theorem then gives the same limit on both rays.

For fixed $\theta>0$ the limit is analytic in $k$ where $\mathrm{Im}(ke^{i\theta})>0$. This region overlaps the upper half-plane, where the real ray gives $f$. The rotated result is therefore the analytic continuation of $f$.

## How much rotation is needed

With too little rotation, $\mathrm{Im}(kr)<0$ and the last bound contains $e^{2|\mathrm{Im}(kr)|}$. A decaying potential may compensate. For $V\propto r^2e^{-r}$, with $r$ in bohr, the exponential part of the integrand is

$$\exp\{-x[\cos\theta+2\,\mathrm{Im}(ke^{i\theta})]\} .$$

Since $\mathrm{Im}(ke^{i\theta})=\mathrm{Re}k\sin\theta+\mathrm{Im}k\cos\theta$, convergence is assured if

$$\tan\theta>\frac{2|\mathrm{Im}k|-1}{2\,\mathrm{Re}k}.$$

On the real ray this means $|\mathrm{Im}k|<1/2$ bohr$^{-1}$. The recommended angle, $\tan\theta=|\mathrm{Im}k|/\mathrm{Re}k$, lies above the threshold.

A larger angle is also valid for $F^-$ within the sector. Where $f\neq0$, the tail of the integrand contains $Vh^+h^-F^-$, which decays only as $e^{-x\cos\theta}$, so the value of $f$ needs a more distant endpoint. At a zero of $f$ this term is negligible and the tail is $V(h^+)^2F^+$, with the exponent $\cos\theta+2\,\mathrm{Im}(ke^{i\theta})$ found above. That exponent keeps growing with $\theta$ while $2|k|\cos(\theta+\arg k)>\sin\theta$, so a somewhat larger angle locates a zero with a closer endpoint. For the third zero of the example below, stopping at 15 bohr displaces it by about $10^{-4}$ bohr$^{-1}$ on the recommended ray and by about $6\times10^{-9}$ bohr$^{-1}$ at an angle 0.1 rad larger. The price is paid in the other coefficient: $\partial_rF^+$ contains $V(h^-)^2F^-$, which carries $e^{2\mathrm{Im}(kr)}$, so $F^+$ may diverge. At $\theta=-\arg k$ the Hankel functions oscillate without exponential growth, and both coefficients converge.

For this potential the ceiling is $\theta<\pi/2$. Singularities of $V$ can lower it. A potential proportional to $1/(1+e^{(r-R)/a})$ has its first pole at $r=R+i\pi a$, so a direct rotation must stay below $\arctan(\pi a/R)$.

## Starting the integration

Near the origin $h^\pm\simeq\pm in$ for $l>0$, and $nj\simeq-kr/(2l+1)$. The first correction is then the same for both coefficients:

$$F^\pm(r_0)-1\simeq\frac1{2l+1}\int_0^{r_0}rV\,dr .$$

The same leading correction holds for $l=0$. Setting $F^\pm=1$ at small $r_0$ neglects it. To this order the error is a common normalization factor, which does not move a zero.

Making $r_0$ ever smaller is not always safe for $l>0$. The two terms of $w$ are of order $z^{-l}$ and cancel to order $z^{l+1}$. A numerical error $\eta$ in the difference $F^+-F^-$ enters the derivatives as a term of order $V\eta z^{-2l}/k$, whereas an error common to both coefficients is not amplified. This stays bounded for $l=1$ if $V\propto r^2$, but not if $V(0)\neq0$. Since $h^-\simeq-h^+$ near the origin, the amplified term is nearly the same in both equations. It therefore spoils mainly the normalization of $f$, and affects $F^+/F^-$ and the zeros much less. In unfavourable cases, start at a larger radius from a power series for $u$.

## Newton iteration

Let $G^\pm=\partial F^\pm/\partial k$ at fixed $r$, and let a prime on $h^\pm$ mean a derivative with respect to its argument. The product rule gives

$$\partial_kw=r(h^{+\prime}F^++h^{-\prime}F^-)+h^+G^++h^-G^- .$$

Because $\partial_k(h^\pm/k)=(rh^{\pm\prime}-h^\pm/k)/k$,

$$\partial_rG^\pm=\pm\frac{V}{2ik}\left[\left(rh^{\mp\prime}-\frac{h^\mp}{k}\right)w+h^\mp\partial_kw\right],$$

with $G^\pm=0$ at the start. The differentiated integrand has an extra factor $r$, so on the ray with $kr$ real we also require $rV$ to be integrable at infinity. Then $G^-\to f'(k)$, and the Newton step is

$$\Delta k=-F^-/G^- .$$

Keep $\theta$ fixed within each integration and reset it for the next $k$. This is consistent because $f$ does not depend on the angle.

At a zero, $F^+(\infty)$ cannot vanish too: on the ray with $kr$ real the linear system has integrable coefficients at large $x$, so two zero limits would force $u=0$. A simple zero of $f$ is therefore a simple pole of $S$.

For starting values, take a closed contour inside which $f$ is analytic and on which it has no zero. The residue theorem gives

$$s_p=\frac1{2\pi i}\oint k^p\frac{f'(k)}{f(k)}\,dk=\sum_jk_j^p .$$

Here $s_0=N$ counts the enclosed zeros with multiplicity. Put $P(t)=\prod_j(1-k_jt)=\sum_n(-1)^ne_nt^n$. Since $-tP'/P=\sum_{p\ge1}s_pt^p$, comparing powers of $t$ gives

$$ne_n=\sum_{i=1}^n(-1)^{i-1}e_{n-i}s_i,\qquad e_0=1 .$$

The roots of $\sum_{n=0}^N(-1)^ne_nk^{N-n}$ are the starting values.

## Worked example: a barrier

Take $U=7.5\,r^2e^{-r}$ hartree, a model potential with its top of 4.060 hartree at $r=2$ bohr. For $l=0$, the contour around $2\le\mathrm{Re}k\le4$, $-1.3\le\mathrm{Im}k\le0.4$ bohr$^{-1}$ gives a count of 3.000000. Newton iteration, started from the estimates rounded to one decimal, finds:

| $k$ (bohr$^{-1}$) | $E$ (hartree) | $\Gamma$ (hartree) |
|---|---:|---:|
| $2.617786-0.004880i$ | 3.42639 | 0.02555 |
| $3.130042-0.357144i$ | 4.83481 | 2.23575 |
| $3.398392-0.997252i$ | 5.27728 | 6.77811 |

For the first zero,

$$E=\frac{2.617786^2-0.004880^2}{2}=3.42639,$$

$$\Gamma=2(2.617786)(0.004880)=0.02555 .$$

These are 93.24 eV and 0.695 eV, and $1/\Gamma$ corresponds to 947 as. This state lies below the barrier top. The other two lie above it. The third has $\Gamma>E$, so it is a pole of $S$ but not an isolated, long-lived level.

The second search shows the Newton convergence. Its first four steps are $4.8\times10^{-2}$, $7.5\times10^{-3}$, $1.5\times10^{-4}$ and $6.3\times10^{-8}$ bohr$^{-1}$. Each is about three times the square of the one before.

The third zero shows why the angle matters. The recommended value is $\arctan(0.997252/3.398392)=0.2854$ rad, and the threshold derived above is about 0.145 rad. At $x=30$ bohr, $|F^-|$ is $4.9\times10^{-10}$ on the recommended ray and $1.4\times10^{16}$ on the real ray. The leading growth on the real ray is $x^2e^{(2|\mathrm{Im}k|-1)x}$, so the mean logarithmic rate between 20 and 30 bohr should be

$$2(0.997252)-1+\frac{2\ln(30/20)}{10}=1.0756\ \text{bohr}^{-1}.$$

The integration gives 1.0757.

For the second zero the real ray does converge, but slowly: $|F^-|$ is still 0.19 at 30 bohr, against $1.2\times10^{-10}$ on the rotated ray. Here rotation saves distance rather than restoring convergence.

The narrow zero is also visible at real $k$. There $F^+=(F^-)^*$ for real $V$, so $\delta=-\arg f$ and $d\delta/dk=-\mathrm{Im}(f'/f)$. Near the zero $k_1$, $f'/f\simeq1/(k-k_1)$. At $k=\mathrm{Re}k_1$ the slope is then approximately $1/|\mathrm{Im}k_1|=204.9$ bohr. The computed slope is 205.2 bohr; the difference comes from the part of $f'/f$ that is regular at $k_1$.

## Checking an implementation

The potential $V=ae^{-r}$ with $l=0$ has a closed result. Insert $\psi=e^{ikr}\sum_mc_me^{-mr}$, $c_0=1$, into $\psi''+k^2\psi=V\psi$. Since $(ik-m)^2+k^2=m(m-2ik)$, the recurrence is $m(m-2ik)c_m=ac_{m-1}$.

At large $x$, $h^+=-ie^{ikr}$ matches $-i\psi$. The Wronskian of $-i\psi$ with $u$ is constant: it equals $-ikf$ at infinity and $-ik\psi(0)$ at the origin, where $u=0$ and $u'=k$. Hence

$$f(k)=\psi(0)=\sum_{m=0}^{\infty}\frac{a^m}{m!\,(1-2ik)(2-2ik)\cdots(m-2ik)},$$

where the $m=0$ term is 1. For $a=-3$ bohr$^{-2}$ and $k=1-0.8i$ bohr$^{-1}$, this is $0.584161-1.190021i$. The ray integration has an absolute error of about $2\times10^{-12}$, both at the recommended angle and at an angle 0.1 rad larger.

The numerical check also compares the barrier resonances with eigenvalues of a complex-scaled Hamiltonian. The three s-wave energies agree within $2\times10^{-11}$ hartree. For $l=1$, the square root of an eigenvalue for $k^2$ gives a reference momentum. Newton iteration started from its rounded value returns to the unrounded one within $10^{-11}$ bohr$^{-1}$, at $k=3.050351-0.106642i$ bohr$^{-1}$.

In practice, repeat a converged calculation with a slightly larger angle and a more distant endpoint. A zero that moves by more than the integration tolerance explains points to an endpoint that is too close, a loss of accuracy near the origin, or a potential that is not analytic in the sector. A zero that stays put does not prove the opposite: if a pole of $V$ lies below both angles, the two results can agree and still be wrong. Locate the singularities of $V$ before choosing the angle.

## Calculated quantities

```
Exponential test: a = -3.0 bohr^-2, k = (1-0.8j) bohr^-1
Ray angle with k r real: 0.6747 rad
Jost function, ray: 0.5841613 -1.1900214i 
Jost function, exact: 0.5841613 -1.1900214i 
Error at this angle: 1.9e-12
Error at angle + 0.1 rad: 2.0e-12
k-derivative, ray: 0.5693076 +0.8169760i bohr
Error of k-derivative: 7.9e-13 bohr
Barrier: U = 7.5 r^2 exp(-r) hartree, r in bohr
Barrier top at 2.0 bohr: 4.06006 hartree
Rectangle: Re k 2.0 to 4.0, Im k -1.3 to 0.4 bohr^-1
Contour count: 3.000000 -2.5e-08i
s resonance 1, start: 2.6-0.0j bohr^-1
  Newton steps: 1.7e-02 1.6e-03 1.3e-05 8.2e-10 bohr^-1
  k: 2.6177862 -0.0048799i bohr^-1
  E = 3.4263903, Gamma = 0.0255490 hartree
  E = 93.2368, Gamma = 0.6952 eV
  Difference from complex scaling: 1.7e-11 hartree
s resonance 2, start: 3.1-0.4j bohr^-1
  Newton steps: 4.8e-02 7.5e-03 1.5e-04 6.3e-08 2.1e-14 bohr^-1
  k: 3.1300424 -0.3571443i bohr^-1
  E = 4.8348068, Gamma = 2.2357533 hartree
  E = 131.5618, Gamma = 60.8379 eV
  Difference from complex scaling: 1.1e-11 hartree
s resonance 3, start: 3.4-1.0j bohr^-1
  Newton steps: 3.2e-03 3.2e-05 3.2e-09 bohr^-1
  k: 3.3983924 -0.9972519i bohr^-1
  E = 5.2772799, Gamma = 6.7781066 hartree
  E = 143.6021, Gamma = 184.4417 eV
  Difference from complex scaling: 1.0e-11 hartree
Lifetime of s resonance 1: 946.76 as
Phase-shift slope at Re k: 205.173 bohr
1/|Im k| of s resonance 1: 204.923 bohr
Broadest zero, ray angle: 0.2854 rad
  |F-| at x = 20 bohr: real ray 2.99e+11, rotated 3.20e-06
  |F-| at x = 30 bohr: real ray 1.40e+16, rotated 4.89e-10
  Growth rate: 1.0757, predicted 1.0756 bohr^-1
Zero with Im k = -0.3571 bohr^-1, |F-|:
  real ray, x = 30 and 60 bohr: 1.92e-01, 1.45e-04
  rotated ray, x = 30 bohr: 1.15e-10
Narrowest p resonance, k: 3.0503510 -0.1066417i bohr^-1
  E - i Gamma/2: 4.6466344 -0.3252945i hartree
  Difference from complex scaling: 5.1e-12 bohr^-1
```
